# Silicon's Dielectric Constant from Penn's Model and One Average Gap: test program

```python
# Result under test: the electronic dielectric constant of a crystal is
#   eps = 1 + S * (E_p / E_g)**2
# E_p: plasmon energy of the valence electrons, E_g: average bonding gap,
# S: correction factor, equal to 1 when 1/E_g**2 is the average of
# 1/E**2 over transitions weighted by oscillator strength.
# The example is silicon, with E_p = 16.6 eV and E_g = 4.8 eV.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq

plasmon = 16.6       # eV, given
gap = 4.8            # eV, given


def penn(e_plasmon, e_gap, factor=1.0):
    return 1.0 + factor * (e_plasmon / e_gap) ** 2


# --- Plasmon energy from the silicon lattice parameter ---
lattice = const.physical_constants["lattice parameter of silicon"][0]
density = 8 * 4 / lattice ** 3
omega_p = np.sqrt(density * const.e ** 2 / (const.epsilon_0 * const.m_e))
plasmon_lattice = const.hbar * omega_p / const.e
assert abs(plasmon_lattice - plasmon) < 0.05

eps = penn(plasmon, gap)
assert abs(eps - 13.0) < 0.1

# --- Polarizability: finite field against sum over transitions ---
# Anharmonic well p^2/2 + x^2/2 + x^4/4, units hbar = m = e = 1.
size = 90
lower = np.diag(np.sqrt(np.arange(1, size)), 1)
x_op = (lower + lower.T) / np.sqrt(2)
h_well = np.diag(np.arange(size) + 0.5) + 0.25 * np.linalg.matrix_power(x_op, 4)
levels, states = np.linalg.eigh(h_well)
excite = levels[1:] - levels[0]
x_elem = states[:, 1:].T @ x_op @ states[:, 0]
strength = 2 * excite * x_elem ** 2
alpha_sum = np.sum(strength / excite ** 2)
field = 3e-3
e_plus = np.linalg.eigvalsh(h_well - field * x_op)[0]
e_minus = np.linalg.eigvalsh(h_well + field * x_op)[0]
alpha_field = -(e_plus + e_minus - 2 * levels[0]) / field ** 2
assert abs(np.sum(strength) - 1) < 1e-6
assert abs(alpha_sum / alpha_field - 1) < 1e-4


# --- Correction factor of a one-dimensional cosine crystal ---
# Energies in units of the free-electron energy at the zone edge,
# wave numbers in units of the zone-edge wave number; lowest band filled.
def crystal_factor(potential):
    waves = np.arange(-20, 21)
    coupling = 0.5 * potential * (np.eye(41, k=1) + np.eye(41, k=-1))

    def transitions(k):
        momentum = k + 2.0 * waves
        energy, vec = np.linalg.eigh(np.diag(momentum ** 2) + coupling)
        p_elem = vec[:, 1:].T @ (momentum * vec[:, 0])
        delta = energy[1:] - energy[0]
        return delta, 4 * p_elem ** 2 / delta

    edge_gap = transitions(1.0)[0][0]
    nodes, weights = np.polynomial.legendre.leggauss(200)
    t = 0.5 * (nodes + 1)
    weights = 0.5 * weights * 3 * t ** 2     # from k = 1 - t^3
    total, factor = 0.0, 0.0
    for k, w in zip(1 - t ** 3, weights):
        delta, f = transitions(k)
        total += w * np.sum(f)
        factor += w * np.sum(f * (edge_gap / delta) ** 2)
    return total, factor


sum_weak, s_weak = crystal_factor(0.05)
sum_mid, s_mid = crystal_factor(4.0)
sum_deep, s_deep = crystal_factor(200.0)
for total in (sum_weak, sum_mid, sum_deep):
    assert abs(total - 1) < 1e-5
s_integral = quad(lambda u: (1 + u * u) ** -2.5, 0, np.inf)[0]
assert abs(s_integral - 2 / 3) < 1e-8
assert abs(s_weak - s_integral) < 2e-3      # finite potential strength
assert s_weak < s_mid < s_deep
assert abs(s_deep - 1) < 0.02               # finite well depth

# --- Dispersion: driven oscillator started from rest ---
photon = 0.8                                 # eV
eps_photon = 1 + plasmon ** 2 / (gap ** 2 - photon ** 2)
period = 2 * np.pi / photon                  # time in units hbar/eV
times = np.linspace(0, period, 4001)
motion = solve_ivp(
    lambda t, y: [y[1], np.cos(photon * t) - gap ** 2 * y[0]],
    (0, period), [0.0, 0.0], t_eval=times, rtol=1e-10, atol=1e-12)
# One drive period holds six free periods, so the free motion averages out.
product = motion.y[0] * np.cos(photon * times)
amplitude = 2 * np.mean(0.5 * (product[1:] + product[:-1]))
assert abs(1 + plasmon ** 2 * amplitude - eps_photon) < 1e-4

# --- Local field of a spherical cavity and the bare bond energy ---
cavity = quad(lambda th: 0.5 * np.cos(th) ** 2 * np.sin(th), 0, np.pi)[0]
assert abs(cavity - 1 / 3) < 1e-10


def eps_with_local_field(bare):
    chi = (plasmon / bare) ** 2
    # Unknowns: polarization and local field, for unit macroscopic field.
    matrix = np.array([[1.0, -chi], [-cavity, 1.0]])
    return 1 + np.linalg.solve(matrix, np.array([0.0, 1.0]))[0]


bare_root = brentq(lambda b: eps_with_local_field(b) - eps, 10.0, 30.0)
bare_gap = np.sqrt(gap ** 2 + plasmon ** 2 / 3)
assert abs(bare_root - bare_gap) < 1e-6

# --- Sensitivity and heating, with rough typical coefficients ---
slope = -2 * (eps - 1) / gap
step = 1e-4
slope_num = (penn(plasmon, gap + step) - penn(plasmon, gap - step)) / (2 * step)
assert abs(slope - slope_num) < 1e-5
heating = 100.0                              # K
gap_slope = -0.3e-3                          # eV/K, rough
expansion = 3e-6                             # 1/K, rough
shift_gap = penn(plasmon, gap + gap_slope * heating) - eps
plasmon_hot = plasmon * (1 + expansion * heating) ** -1.5
shift_density = penn(plasmon_hot, gap) - eps
assert abs(shift_density) < 0.2 * shift_gap

eps_rough = 12.0                             # rough measured size
gap_rough = plasmon / np.sqrt(eps_rough - 1)
assert abs(penn(plasmon, gap_rough) - eps_rough) < 1e-10
small_gap = 1.1                              # eV, rough fundamental gap

print(f"Silicon lattice parameter: {lattice * 1e9:.4f} nm")
print(f"Valence electron density: {density * 1e-27:.1f} nm^-3")
print(f"Plasmon energy from lattice: {plasmon_lattice:.2f} eV")
print(f"Plasmon energy used: {plasmon:.1f} eV")
print(f"Average bonding gap used: {gap:.1f} eV")
print(f"Ratio plasmon energy / gap: {plasmon / gap:.3f} (no unit)")
print(f"Ratio squared: {eps - 1:.2f} (no unit)")
print(f"Dielectric constant, S = 1: {eps:.2f} (no unit)")
print(f"Refractive index, low frequency: {np.sqrt(eps):.2f} (no unit)")
print(f"Anharmonic well, polarizability by sum: {alpha_sum:.6f} (hbar=m=e=1)")
print(f"Anharmonic well, by finite field: {alpha_field:.6f} (hbar=m=e=1)")
print(f"Cosine crystal, S for potential 0.05: {s_weak:.4f} (no unit)")
print(f"Cosine crystal, S for potential 4: {s_mid:.4f} (no unit)")
print(f"Cosine crystal, S for potential 200: {s_deep:.4f} (no unit)")
print(f"Dielectric constant, S = 2/3: {penn(plasmon, gap, 2/3):.2f} (no unit)")
print(f"Change of eps per +0.1 eV of gap: {0.1 * slope:.2f} (no unit)")
print(f"Rough measured dielectric constant: {eps_rough:.0f} (no unit)")
print(f"Average gap that would give it: {gap_rough:.2f} eV")
print(f"Rough fundamental gap: {small_gap:.1f} eV")
print(f"eps if that gap were misused: {penn(plasmon, small_gap):.0f} (no unit)")
print(f"Photon energy for dispersion: {photon:.1f} eV")
print(f"Dielectric constant at that energy: {eps_photon:.2f} (no unit)")
print(f"Temperature rise: {heating:.0f} K")
print(f"Rough gap slope: {gap_slope * 1e3:.1f} meV/K")
print(f"Rough linear expansion: {expansion:.0e} 1/K")
print(f"Change of eps from gap shift: {shift_gap:+.2f} (no unit)")
print(f"Change of eps from expansion: {shift_density:+.3f} (no unit)")
print(f"Lorentz cavity factor: {cavity:.4f} (no unit)")
print(f"Bare bond energy with full Lorentz field: {bare_gap:.1f} eV")
print("every check passed")
```

Printed output:

```
Silicon lattice parameter: 0.5431 nm
Valence electron density: 199.8 nm^-3
Plasmon energy from lattice: 16.60 eV
Plasmon energy used: 16.6 eV
Average bonding gap used: 4.8 eV
Ratio plasmon energy / gap: 3.458 (no unit)
Ratio squared: 11.96 (no unit)
Dielectric constant, S = 1: 12.96 (no unit)
Refractive index, low frequency: 3.60 (no unit)
Anharmonic well, polarizability by sum: 0.504683 (hbar=m=e=1)
Anharmonic well, by finite field: 0.504683 (hbar=m=e=1)
Cosine crystal, S for potential 0.05: 0.6667 (no unit)
Cosine crystal, S for potential 4: 0.7831 (no unit)
Cosine crystal, S for potential 200: 0.9999 (no unit)
Dielectric constant, S = 2/3: 8.97 (no unit)
Change of eps per +0.1 eV of gap: -0.50 (no unit)
Rough measured dielectric constant: 12 (no unit)
Average gap that would give it: 5.01 eV
Rough fundamental gap: 1.1 eV
eps if that gap were misused: 229 (no unit)
Photon energy for dispersion: 0.8 eV
Dielectric constant at that energy: 13.30 (no unit)
Temperature rise: 100 K
Rough gap slope: -0.3 meV/K
Rough linear expansion: 3e-06 1/K
Change of eps from gap shift: +0.15 (no unit)
Change of eps from expansion: -0.011 (no unit)
Lorentz cavity factor: 0.3333 (no unit)
Bare bond energy with full Lorentz field: 10.7 eV
every check passed
```
